# Fröhlich coupling and electron-edge shift in a high-k oxide

An electron at the conduction-band edge of a model oxide lowers its energy by 0.156 eV, to second order in its coupling to the lattice, when the ions are allowed to respond. One quantum of the vibration responsible carries 60 meV, so the gain is 2.6 quanta. How can the lattice return more than twice its own quantum, and can a weak-coupling formula be trusted there?

The model has one isotropic parabolic band of mass \(m=1\), in electron masses, and one dispersionless longitudinal optical phonon of energy \(\omega\). The electronic permittivity is \(\varepsilon_\infty=4.5\) and the static one \(\varepsilon_s=20\). Hartree atomic units are used in the formulas (\(\hbar=e=m_e=1\)), engineering units for device quantities. Energy is measured from the band edge with clamped ions, where electronic screening is already complete.

## Back of the envelope

Spread the electron's charge over a spherical shell of radius \(r\). The electrostatic energy outside it is \(1/(2\varepsilon r)\). When the ions join the screening, \(\varepsilon\) goes from \(\varepsilon_\infty\) to \(\varepsilon_s\), and the energy changes by

\[
E\approx-\frac{\Delta}{2r},\qquad
\Delta=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}=0.2222-0.0500=0.1722 .
\]

The ions follow only motion slower than \(\omega\). An electron confined to \(r\) has kinetic energy of order \(1/(2mr^2)\); setting this equal to \(\omega\) gives \(r=1/\sqrt{2m\omega}\). With \(\omega=0.002205\) hartree, \(r=15.06\) bohr, or 0.797 nm. Hence

\[
E\approx-\frac{0.1722}{2\times15.06}=-0.00572\ \text{hartree}=-0.156\ \text{eV}.
\]

The sign is secure, but the prefactor rests on the choice of shell and radius. The derivation must fix it.

## Coupling strength from the permittivities

Let \(b_{\mathbf q}\) remove a phonon of wave vector \(\mathbf q\) in a volume \(\Omega\). The Hamiltonian is

\[
H=\frac{p^2}{2m}+\sum_{\mathbf q}\omega b^\dagger_{\mathbf q}b_{\mathbf q}
+\sum_{\mathbf q}V_q\left(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{h.c.}\right),
\]

with \(V_q\) real. To find \(V_q\), hold two electrons fixed a distance \(\mathbf R\) apart. Completing the square in each phonon gives \(-\sum V_q^2|\rho_{\mathbf q}|^2/\omega\), where \(\rho_{\mathbf q}\) is the sum of their two phase factors. The part depending on \(\mathbf R\) is \(-\sum 2V_q^2\cos(\mathbf q\cdot\mathbf R)/\omega\). It must turn the repulsion \(1/(\varepsilon_\infty R)\) into \(1/(\varepsilon_sR)\), so it equals

\[
-\frac{\Delta}{R}=-\frac1\Omega\sum_{\mathbf q}\frac{4\pi\Delta}{q^2}\cos(\mathbf q\cdot\mathbf R)
\quad\Rightarrow\quad
V_q^2=\frac{2\pi\omega\Delta}{\Omega q^2}.
\]

## Second-order shift

From an electron at rest, the interaction creates one phonon \(\mathbf q\) and leaves the electron with momentum \(-\mathbf q\). This costs \(\omega+q^2/2m=\omega(1+r^2q^2)\). Replacing the sum by \(\Omega\int q^2dq/(2\pi^2)\),

\[
E_2=-\sum_{\mathbf q}\frac{V_q^2}{\omega(1+r^2q^2)}
=-\frac{\Delta}{\pi}\int_0^\infty\frac{dq}{1+r^2q^2}
=-\frac{\Delta}{2r}.
\]

The last integral is \(\pi/(2r)\). The envelope's prefactor is thus correct for its particular choice of radius. Writing \(E_2=-\alpha\omega\) defines the Fröhlich coupling:

\[
\alpha=\frac{\Delta}{2r\omega}=\Delta\sqrt{\frac{m}{2\omega}}
=0.1722\times15.06=2.59 ,
\]

where \(1/(2r\omega)=r\) numerically because \(m=1\). The shift is \(-2.59\times60\) meV \(=-0.156\) eV.

The same number follows from the dielectric function without using \(\alpha\). A transverse oscillator of energy \(\omega_T\) gives

\[
\varepsilon(i\xi)=\varepsilon_\infty+\frac{(\varepsilon_s-\varepsilon_\infty)\omega_T^2}{\omega_T^2+\xi^2}
=\varepsilon_\infty\frac{\xi^2+\omega^2}{\xi^2+\omega_T^2},\qquad
\omega^2=\frac{\varepsilon_s}{\varepsilon_\infty}\omega_T^2 ,
\]

because the longitudinal mode lies at the zero of \(\varepsilon\). Here \(\omega_T=28.5\) meV. Subtracting inverses gives \(1/\varepsilon_\infty-1/\varepsilon(i\xi)=\Delta\omega^2/(\omega^2+\xi^2)\). With \(K=q^2/2m\), partial fractions give

\[
\frac1{\omega+K}=\frac2\pi\int_0^\infty
\frac{\omega K\,d\xi}{(\omega^2+\xi^2)(K^2+\xi^2)} .
\]

Inserting this into \(E_2\) yields

\[
E_2=-\frac2{\pi^2}\int_0^\infty\!dq\int_0^\infty\!d\xi\,
\frac{K}{K^2+\xi^2}\left[\frac1{\varepsilon_\infty}-\frac1{\varepsilon(i\xi)}\right].
\]

Numerical integration gives \(-0.1556\) eV, in agreement with the formula.

## Is a coupling of 2.6 weak?

It is not small, so second order needs separate support. Let \(\mathbf A=\sum\mathbf q\,b^\dagger_{\mathbf q}b_{\mathbf q}\) be the phonon momentum. The transformation \(U=e^{-i\mathbf r\cdot\mathbf A}\) changes \(\mathbf p\) to \(\mathbf p-\mathbf A\) and removes the phases from the interaction. The new \(\mathbf p\) is the conserved total momentum; set it to zero. In units \(\omega=2m=1\),

\[
H=\mathbf A^2+\sum_{\mathbf q} b^\dagger_{\mathbf q}b_{\mathbf q}
+\sum_{\mathbf q}V_q(b_{\mathbf q}+b^\dagger_{\mathbf q}).
\]

Now displace each phonon, \(b_{\mathbf q}\to b_{\mathbf q}+f_q\). Since \(\sum\mathbf q f_q^2=0\), \(\mathbf A\) becomes \(\mathbf A+\mathbf B\) with \(\mathbf B=\sum\mathbf q f_q(b_{\mathbf q}+b^\dagger_{\mathbf q})\). Moving creation operators to the left in \((\mathbf A+\mathbf B)^2\) produces a constant \(\sum q^2f_q^2\) and linear terms \(\sum q^2f_q(b_{\mathbf q}+b_{\mathbf q}^\dagger)\). All linear terms cancel if

\[
(1+q^2)f_q+V_q=0,\qquad f_q=-\frac{V_q}{1+q^2}.
\]

The remaining constant is

\[
\sum_{\mathbf q}\left[(1+q^2)f_q^2+2V_qf_q\right]
=-\sum_{\mathbf q}\frac{V_q^2}{1+q^2}=-\alpha .
\]

This is the energy expectation value of the displaced vacuum. Therefore \(-\alpha\omega\) is an upper bound on the model's ground-state energy at any \(\alpha\): the true shift is at least this deep.

In these units \(\sum V_q^2\) becomes \((2\alpha/\pi)\int dq\). The trial state therefore contains

\[
\sum_{\mathbf q} f_q^2=\frac{2\alpha}{\pi}\int_0^\infty\frac{dq}{(1+q^2)^2}
=\frac{2\alpha}{\pi}\frac{\pi}{4}=\frac\alpha2=1.30
\]

phonons on average. This answers the opening question. The quantum \(\omega\) is the spacing of an oscillator's levels, not a cap on the energy gained by displacing it: completing the square for one mode coupled to a fixed charge gives \(-V^2/\omega\), which can exceed \(\omega\) in size. Here the gain is spread over many modes, each displaced only a little. The interaction energy is \(2\sum V_qf_q=-2\alpha\); phonon and recoil energies return \(+\alpha\).

The next correction comes from \(\mathbf B^2\), which creates phonon pairs with amplitude \(\mathbf q\cdot\mathbf q'f_qf_{q'}\). The other remaining terms give zero on the vacuum and first contribute at order \(\alpha^3\). A pair costs \(2+(\mathbf q+\mathbf q')^2\), and the norm of a symmetric pair state supplies a factor 2:

\[
E_4=-2\sum_{\mathbf q\mathbf q'}
\frac{(\mathbf q\cdot\mathbf q')^2f_q^2f_{q'}^2}{2+(\mathbf q+\mathbf q')^2}
=-C\alpha^2,\qquad C=0.0159 .
\]

Ordinary fourth-order perturbation theory, summed separately in the undisplaced problem, also gives 0.0159. Restoring \(\omega\), the correction is \(-0.0159\times2.593^2\times60=-6.4\) meV, or 4% of the leading shift. The total through this order is \(-0.162\) eV. The smallness of \(C\), not of \(\alpha\), makes the correction small. Higher orders have not been evaluated, so this is an estimate rather than an error bound.

The opposite picture localizes the electron in a Gaussian \(\psi\propto e^{-x^2/2a^2}\) with a static lattice around it. Its kinetic energy is \(3/(4ma^2)\), and its lattice energy, half of \(-\Delta\) times the Coulomb integral of the density with itself, is \(-\Delta/(\sqrt{2\pi}\,a)\). Minimizing over \(1/a\) gives

\[
E_{\rm loc}=-\frac{m\Delta^2}{6\pi}=-\frac{\alpha^2\omega}{3\pi}.
\]

This trial energy falls below \(-\alpha\omega\) for \(\alpha>3\pi\), far above 2.6. Of these two trial states, the mobile one is better here. This compares two states of the continuum model, which has no short-range coupling and no defects; it does not decide whether electrons self-trap or are caught at defects in a real oxide.

## What controls the estimate

At fixed mass and phonon energy,

\[
\frac{\partial\ln\alpha}{\partial\ln\varepsilon_\infty}
=-\frac1{\varepsilon_\infty\Delta}=-1.29,\qquad
\frac{\partial\ln\alpha}{\partial\ln\varepsilon_s}
=\frac1{\varepsilon_s\Delta}=0.29 .
\]

Electronic screening matters more than the large static permittivity. As \(\varepsilon_s\to\infty\), \(\Delta\) saturates at \(1/\varepsilon_\infty\); if \(\varepsilon_s=\varepsilon_\infty\), the shift vanishes. At fixed \(\Delta\) and \(m\), a softer phonon raises \(\alpha\propto\omega^{-1/2}\) but reduces the second-order shift, \(\alpha\omega\propto\omega^{1/2}\).

Several simplifications can be sized one at a time, with the other inputs held fixed:

- **Finite zone.** A sphere with one state per formula unit of 0.034 nm³ has \(q_c=(6\pi^2/0.034)^{1/3}=12.0\) nm⁻¹. Stopping the integral there multiplies the shift by \((2/\pi)\arctan(q_cr)=0.934\).
- **Several modes.** In second order their contributions add as \(-\sum_i\Delta_i\sqrt{m\omega_i/2}\), where the \(\omega_i\) are the longitudinal energies (the zeros of \(\varepsilon\)) and the weights are defined by \(1/\varepsilon_\infty-1/\varepsilon(i\xi)=\sum_i\Delta_i\omega_i^2/(\omega_i^2+\xi^2)\). Illustrative modes at 30 and 80 meV sharing \(\Delta\) equally give \(-0.145\) eV.
- **Anisotropic mass.** The integral in each direction scales as \(\sqrt{m(u)}\), with \(1/m(u)=u^2/m_l+(1-u^2)/m_t\) and \(u\) the cosine to the axis. Averaging over \(u\) for \(m_l=2.52\), \(m_t=0.63\) gives a factor 0.960.

Temperature acts differently. At 358 K the phonon occupation is \(n=1/(e^{60/30.85}-1)=0.167\). Emission is enhanced by \(1+n\), while absorption adds

\[
\frac{2\alpha\omega n}{\pi}\int_0^\infty\frac{dx}{1-x^2+i0}=-i\alpha\omega n .
\]

The real part vanishes because \(x\to1/x\) maps the region below the pole onto minus the region above it; the delta function supplies \(-i\pi/2\). The second-order shift becomes \(-\alpha\omega(1+n)=-0.182\) eV, with a width \(2\alpha\omega n=52\) meV. That width is close to the phonon energy, so a sharp edge is a poor description at this temperature.

## Comparison with a gate stack

The inputs are rough values in the regime of hafnium dioxide, which has several polar modes and direction-dependent bands; its permittivities depend on phase and preparation. The estimate concerns the electron edge alone. A gap correction also needs the hole shift, for which one cannot simply reuse the electron mass.

Consider a 4 nm film between ideal metal plates. For a static charge at midplane, solving Poisson's equation at in-plane wave number \(k\) multiplies the free potential \(2\pi/(\varepsilon k)\) by \(\tanh(kL/2)\), where \(L\) is the thickness. The self-energy changes by

\[
-\frac1{2\varepsilon}\int_0^\infty\left[1-\tanh\frac{kL}{2}\right]dk
=-\frac{\ln2}{\varepsilon L}.
\]

Passing from \(\varepsilon_\infty\) to \(\varepsilon_s\) therefore removes \(\Delta\ln2/L=43\) meV of lattice relaxation, 28% of the bulk shift. This is a size estimate, since the electron is neither static nor pointlike. A silicon channel screens less than the second metal plate assumed here.

Bias and tunnelling challenge the equilibrium picture itself. At 2 MV/cm, or 0.2 V/nm, the field does \(0.2\times0.797=0.159\) eV of work over one polaron radius, well above 60 meV. At a rough breakdown field of 5 MV/cm it does 0.40 eV. An undisturbed polaron at rest is then not a safe starting point.

For tunnelling, take a rectangular barrier \(\phi=1.5\) eV at zero field. The semiclassical time \(L\sqrt{m/2\phi}\) is 5.5 fs, against \(1/\omega=11.0\) fs, so full ionic relaxation cannot be assumed. Subtracting the whole 0.156 eV from the barrier would lower the exponent \(2L\sqrt{2m\phi}\) from 50.2 by 2.67 and, with an unchanged prefactor, raise the current by a factor of 14.5. That factor belongs to \(m=1\): with \(m=0.15\) in both the shift and the exponent it would be only 1.5, although the semiclassical time would be shorter still, 2.1 fs. Both factors also keep the bare mass. A relaxed polaron is heavier: with the weak-coupling mass \(m(1+\alpha/6)=1.43\) for \(m=1\), quoted here without derivation, the exponent would rise to about 56.9 and the current would fall instead. The equilibrium shift should therefore not be inserted into a tunnelling barrier without a dynamical treatment of the lattice.

Band filling is no concern under the equilibrium assumption made here: with the Fermi level 1.5 eV below the edge, Boltzmann statistics at 358 K give about 0.025 carriers per cm³ for the clamped-ion edge and bare mass, and about 9 if the edge is lowered by 0.182 eV. Injection under bias is a separate matter. The numerical output lists the remaining intermediate values.

## Values computed for the example and the checks

```
band mass: 1.0 electron masses
phonon energy: 60.0 meV = 0.002205 hartree
electronic, static permittivity: 4.5, 20.0
ionic screening difference: 0.17222
transverse phonon energy: 28.5 meV
Frohlich coupling: 2.593
second-order shift: -0.1556 eV = -0.005718 hartree
shift from dielectric integral: -0.1556 eV
polaron radius: 0.797 nm = 15.06 bohr
phonons in displaced vacuum: 1.30
next-order coefficient, pair form: 0.0159
next-order coefficient, direct form: 0.0159
next-order shift: -6.4 meV
shift through next order: -0.162 eV
sensitivity to electronic permittivity: -1.29
sensitivity to static permittivity: 0.29
formula-unit volume: 0.034 nm^3
zone cutoff: 12.03 1/nm; times radius: 9.59
zone-cutoff factor on shift: 0.934
temperature: 358 K; thermal energy: 30.85 meV
phonon occupation: 0.167
second-order shift at temperature: -0.182 eV
absorption width: 51.9 meV
illustrative mode energies: 30, 80 meV
two-mode shift: -0.145 eV
mass ratio: 4; masses: 2.520, 0.630
mass-anisotropy factor on shift: 0.960
film thickness: 4.0 nm
relaxation lost to metal plates: 43.0 meV
field in use: 2.0 MV/cm
field energy over radius in use: 0.159 eV
rough breakdown field: 5.0 MV/cm
field energy over radius at breakdown: 0.398 eV
electron barrier: 1.50 eV
tunnelling time: 5.51 fs
inverse phonon frequency: 10.97 fs
tunnelling exponent: 50.2
exponent drop if full shift subtracted: 2.67
current factor from that drop: 14.5
band density of states: 3.27e+19 cm^-3
equilibrium oxide carriers: 2.5e-02 cm^-3
```
